# Band-edge mass of a massive Dirac monolayer: a numerical check

```python
# Result under test: the two-band massive Dirac Hamiltonian
#   H = a t (tau kx sigma_x + ky sigma_y) + (gap/2) sigma_z
# has band-edge mass  m* = hbar^2 gap / (2 a^2 t^2)  in both bands.
# a: lattice constant (angstrom), t: effective hopping (eV) with
# hbar v = a t, gap: full band gap (eV), tau = +1 or -1: valley,
# k: wave vector from the band edge (1/angstrom), m: electron mass.
import numpy as np
from scipy import constants as const

HBAR2_OVER_M = const.hbar**2 / const.m_e / const.e * 1e20  # eV angstrom^2


def dirac_bands(kx, ky, gap, t, a, tau=1):
    """Valence and conduction energies by numerical diagonalization."""
    coupling = a * t * (tau * kx - 1j * ky)
    h = np.array([[gap / 2, coupling], [np.conj(coupling), -gap / 2]])
    return np.linalg.eigvalsh(h)


def honeycomb_bands(qx, qy, gap, t, a):
    """Nearest-neighbour honeycomb lattice, q measured from its K point."""
    s = a / np.sqrt(3)
    bonds = s * np.array([[0, 1], [np.sqrt(3) / 2, -0.5],
                          [-np.sqrt(3) / 2, -0.5]])
    k = np.array([4 * np.pi / (3 * a) + qx, qy])
    f = t * np.sum(np.exp(1j * bonds @ k))
    return np.linalg.eigvalsh(np.array([[gap / 2, f],
                                        [np.conj(f), -gap / 2]]))


def edge_curvatures(bands, angle, step):
    """Second derivatives of both bands at the edge along one direction."""
    x, y = step * np.cos(angle), step * np.sin(angle)
    return (bands(x, y) - 2 * bands(0.0, 0.0) + bands(-x, -y)) / step**2


def mass_formula(gap, t, a):
    """Derived band-edge mass in units of the electron mass."""
    return HBAR2_OVER_M * gap / (2 * (a * t)**2)


gap, t, a = 1.66, 1.10, 3.193
angles = (0.0, 0.7, 2.0)

# Masses of both bands, both valleys, three directions, three models.
# The difference step leaves a relative truncation error near 1e-6.
for g_i, t_i, a_i in ((gap, t, a), (0.40, 1.50, 3.0), (2.50, 0.80, 4.0)):
    for tau in (1, -1):
        for angle in angles:
            curv = edge_curvatures(
                lambda x, y: dirac_bands(x, y, g_i, t_i, a_i, tau),
                angle, 1e-3 * g_i / (a_i * t_i))
            masses = HBAR2_OVER_M / curv
            expected = mass_formula(g_i, t_i, a_i)
            assert np.allclose(masses, [-expected, expected], rtol=1e-5)

step = 1e-3 * gap / (a * t)
curvature = edge_curvatures(lambda x, y: dirac_bands(x, y, gap, t, a),
                            0.0, step)[1]
mass_numeric = HBAR2_OVER_M / curvature
mass = mass_formula(gap, t, a)
assert abs(mass - 0.51) < 0.005  # the stated two-figure value

# Limiting slope at large k, then the Dirac relation m* v^2 = gap/2.
k_large = 1000 * gap / (a * t)
dk = 0.01 * k_large
slope = (dirac_bands(k_large + dk, 0, gap, t, a)[1]
         - dirac_bands(k_large - dk, 0, gap, t, a)[1]) / (2 * dk)
rest_energy = slope**2 / curvature
assert abs(slope / (a * t) - 1) < 1e-5
assert abs(rest_energy / (gap / 2) - 1) < 1e-5
speed = slope * 1e-10 * const.e / const.hbar * 100  # cm/s

# Parabolic energy eps and true kinetic energy K: eps = K + K^2/gap.
rows = []
for k in (0.05, 0.10, 0.30):
    kinetic = dirac_bands(k * np.cos(0.7), k * np.sin(0.7), gap, t, a)[1]
    kinetic -= gap / 2
    parabola = HBAR2_OVER_M * k**2 / (2 * mass)
    assert abs(parabola - kinetic - kinetic**2 / gap) < 1e-11
    rows.append((k, kinetic, parabola))

# The honeycomb meaning of the hopping gives a mass 4/3 as large.
for angle in angles:
    curv_h = edge_curvatures(
        lambda x, y: honeycomb_bands(x, y, gap, t, a), angle, step)[1]
    mass_honeycomb = HBAR2_OVER_M / curv_h
    assert abs(mass_honeycomb / mass_numeric - 4 / 3) < 1e-4

print(f"gap = {gap:.2f} eV")
print(f"effective hopping t = {t:.2f} eV")
print(f"lattice constant a = {a:.3f} angstrom")
print(f"a t = {a * t:.4f} eV angstrom")
print(f"a^2 t^2 = {(a * t)**2:.3f} eV^2 angstrom^2")
print(f"hbar^2/m = {HBAR2_OVER_M:.4f} eV angstrom^2")
print(f"band-edge curvature, numerical = {curvature:.3f} eV angstrom^2")
print(f"mass from formula = {mass:.4f} electron masses")
print(f"mass from diagonalization = {mass_numeric:.4f} electron masses")
print(f"mass from formula = {mass * const.m_e * 1000:.3e} g")
print(f"limiting speed v = {speed:.3e} cm/s")
print(f"m* v^2, numerical = {rest_energy:.4f} eV")
print(f"half gap = {gap / 2:.4f} eV")
for k, kinetic, parabola in rows[:2]:
    print(f"k = {k:.2f} 1/angstrom: true kinetic energy = "
          f"{1000 * kinetic:.2f} meV")
    print(f"k = {k:.2f} 1/angstrom: parabolic energy = "
          f"{1000 * parabola:.2f} meV")
    print(f"k = {k:.2f} 1/angstrom: excess of parabola over true = "
          f"{100 * (parabola / kinetic - 1):.2f} percent")
print(f"mass if t is honeycomb hopping = {mass_honeycomb:.4f} "
      "electron masses")
print(f"ratio of honeycomb to Dirac mass = "
      f"{mass_honeycomb / mass_numeric:.4f}")
print("PASS")
```

Running it gives:

```
gap = 1.66 eV
effective hopping t = 1.10 eV
lattice constant a = 3.193 angstrom
a t = 3.5123 eV angstrom
a^2 t^2 = 12.336 eV^2 angstrom^2
hbar^2/m = 7.6200 eV angstrom^2
band-edge curvature, numerical = 14.863 eV angstrom^2
mass from formula = 0.5127 electron masses
mass from diagonalization = 0.5127 electron masses
mass from formula = 4.670e-28 g
limiting speed v = 5.336e+07 cm/s
m* v^2, numerical = 0.8300 eV
half gap = 0.8300 eV
k = 0.05 1/angstrom: true kinetic energy = 18.38 meV
k = 0.05 1/angstrom: parabolic energy = 18.58 meV
k = 0.05 1/angstrom: excess of parabola over true = 1.11 percent
k = 0.10 1/angstrom: true kinetic energy = 71.26 meV
k = 0.10 1/angstrom: parabolic energy = 74.31 meV
k = 0.10 1/angstrom: excess of parabola over true = 4.29 percent
mass if t is honeycomb hopping = 0.6836 electron masses
ratio of honeycomb to Dirac mass = 1.3333
PASS
```
